# The Desorption Barrier Needed to Keep an Adsorbate Through a Purge: a program that tests the result

```python
# Result under test: the smallest desorption barrier that keeps the loss of
# coverage below a fraction f during a purge of length t is
#     E_min = kT * ln( nu * t / (-ln(1 - f)) )
# for first-order desorption with rate constant k = nu * exp(-E / kT).
# T: temperature, nu: prefactor, E: barrier in eV, x: fraction lost so far.
# The program also sizes effects that this formula leaves out, for NH3.
import numpy as np
import mpmath as mp
from scipy import constants as c
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

T = 473.0            # K
nu = 1.0e13          # 1/s
t_purge = 10.0       # s
f = 0.01             # allowed fractional loss
kB = c.k / c.e       # eV/K
kT = kB * T          # eV


def rate(E, prefactor=nu, temp=T):
    return prefactor * np.exp(-E / (kB * temp))


def loss(E, prefactor=nu, temp=T, time=t_purge):
    return -np.expm1(-rate(E, prefactor, temp) * time)


def barrier(prefactor=nu, temp=T, time=t_purge, frac=f):
    return kB * temp * np.log(prefactor * time / (-np.log1p(-frac)))


def integrated_loss(speed, time=t_purge):
    """Integrate dx/dt = speed(x) from x = 0."""
    sol = solve_ivp(lambda t, x: speed(x), (0.0, time), [0.0],
                    method="DOP853", rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[0, -1]


def search(loss_of_E, frac=f):
    """Barrier at which a given loss function reaches frac."""
    return brentq(lambda E: loss_of_E(E) - frac, 1.3, 2.0, xtol=1e-11)


def search_first_order(prefactor=nu, temp=T, time=t_purge, frac=f):
    return search(lambda E: integrated_loss(
        lambda x: rate(E, prefactor, temp) * (1 - x), time), frac)


E_min = barrier()
k_max = -np.log1p(-f) / t_purge

# Barrier from counting independent escape attempts, in high precision
mp.mp.dps = 50
attempts = mp.mpf(nu) * mp.mpf(t_purge)
p_escape = 1 - (1 - mp.mpf(f)) ** (1 / attempts)
E_attempts = float(-mp.mpf(kT) * mp.log(p_escape))
assert abs(E_attempts - E_min) < 1e-9

# Barrier from the integrated rate equation, and its sensitivities
E_ode = search_first_order()
assert abs(E_ode - E_min) < 1e-7
decade = kT * np.log(10)
shift_nu = search_first_order(prefactor=10 * nu) - E_ode
shift_t = search_first_order(time=10 * t_purge) - E_ode
shift_f = search_first_order(frac=f / 10) - E_ode
assert abs(shift_nu - decade) < 1e-6
assert abs(shift_t - decade) < 1e-6
assert abs(shift_f - decade) < 0.01 * kT   # small-loss approximation
dT = 10.0
E_hot = search_first_order(temp=T + dT)
assert abs(E_hot - E_min * (T + dT) / T) < 1e-6
assert 0.01 < loss(1.5) < 0.011

# NH3: mass and moments of inertia from a rough rigid pyramid
mN, mH = 14 * c.atomic_mass, 1 * c.atomic_mass
mass = mN + 3 * mH
bond, angle = 0.101e-9, np.deg2rad(107.0)
ring = 2 * bond * np.sin(angle / 2) / np.sqrt(3)
height = np.sqrt(bond**2 - ring**2)
phi = 2 * np.pi * np.arange(3) / 3
pos = np.vstack([[0, 0, height],
                 np.c_[ring * np.cos(phi), ring * np.sin(phi), 0 * phi]])
masses = np.array([mN, mH, mH, mH])
pos = pos - masses @ pos / mass
inertia = np.eye(3) * np.sum(masses * np.sum(pos**2, axis=1)) \
    - (pos.T * masses) @ pos
I_perp, I_perp2, I_axis = np.linalg.eigvalsh(inertia)
assert abs(I_perp / I_perp2 - 1) < 1e-8

# Prefactor formula for unit sticking
kTJ = c.k * T
site = 0.1e-18       # m^2
mode = 0.025         # eV, each of six soft surface vibrations
wavelength = c.h / np.sqrt(2 * np.pi * mass * kTJ)
q_area = site / wavelength**2
q_rot = np.sqrt(np.pi) / 3 * np.sqrt(
    (8 * np.pi**2 * kTJ / c.h**2)**3 * I_perp * I_perp2 * I_axis)
q_soft = (1 / (1 - np.exp(-mode / kT)))**6
nu_frozen = kTJ / c.h * q_area * q_rot
nu_soft = nu_frozen / q_soft

# The same prefactor from detailed balance with explicit level sums
box = 1e-9
n = np.arange(-500, 501)
line_sum = np.sum(np.exp(-(c.h * n / box)**2 / (2 * mass * kTJ)))
rot_sum = 0.0
for J in range(80):
    K = np.arange(-J, J + 1)
    level = c.hbar**2 / 2 * (J * (J + 1) / I_perp
                             + K**2 * (1 / I_axis - 1 / I_perp))
    rot_sum += (2 * J + 1) * np.sum(np.exp(-level / kTJ)) / 3
vib_sum = np.sum(np.exp(-mode * np.arange(400) / kT))**6
inward = np.sqrt(kTJ / mass) * quad(
    lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
nu_balance = site * inward * (line_sum / box)**3 * rot_sum / vib_sum
assert abs(nu_balance / nu_soft - 1) < 0.02  # classical rotation is approximate
E_frozen, E_soft = barrier(nu_frozen), barrier(nu_soft)

# Gaussian spread of barriers
sigma = 0.05
u = np.linspace(-8, 8, 4001)
weight = np.exp(-u**2 / 2)
weight /= weight.sum()
E_spread = search(lambda E: np.sum(weight * loss(E + sigma * u)))
spread_rule = sigma**2 / (2 * kT)
assert abs(E_spread - E_min - spread_rule) < 0.002  # rule is for small loss

# Repulsion: the barrier rises by w*x as the layer empties
w = 0.1
E_full = search(lambda E: integrated_loss(
    lambda x: rate(E + w * x) * (1 - x)))
assert abs(E_full - E_min + w * f / 2) < 2e-5

# Second-order desorption
E_second = search(lambda E: integrated_loss(
    lambda x: rate(E) * (1 - x)**2))
assert abs(E_second - kT * np.log(nu * t_purge * (1 - f) / f)) < 1e-7

# Readsorption from residual NH3 at unit sticking
p_torr = 1e-6
F = p_torr * c.torr / np.sqrt(2 * np.pi * mass * kTJ) * site


def loss_return(E):
    total = rate(E) + F
    return rate(E) / total * -np.expm1(-total * t_purge)


x_return = integrated_loss(lambda x: rate(E_min) * (1 - x) - F * x)
assert abs(x_return - loss_return(E_min)) < 1e-9
assert x_return < f
E_return = search(loss_return)

print(f"temperature                     {T:.0f} K")
print(f"prefactor                       {nu:.1e} 1/s")
print(f"purge time                      {t_purge:.0f} s")
print(f"allowed loss                    {100*f:.1f} %")
print(f"kT                              {kT:.5f} eV")
print(f"largest allowed rate constant   {k_max:.4e} 1/s")
print(f"logarithm ln(nu/k_max)          {np.log(nu/k_max):.3f}")
print(f"required barrier, formula       {E_min:.4f} eV")
print(f"required barrier, attempt count {E_attempts:.4f} eV")
print(f"required barrier, rate equation {E_ode:.4f} eV")
print("barrier (eV), rate constant (1/s), loss (%)")
for E in (1.0, 1.2, 1.3, 1.4, 1.5, 1.6):
    print(f"  {E:.1f}   {rate(E):.3e}   {100*loss(E):.3f}")
print(f"shift for 10 x prefactor        {shift_nu:.4f} eV")
print(f"shift for 10 x purge time       {shift_t:.4f} eV")
print(f"shift for loss limit / 10       {shift_f:.4f} eV")
print(f"required barrier at {T+dT:.0f} K       {E_hot:.4f} eV")
print(f"loss at {T+dT:.0f} K, old barrier      {100*loss(E_min, temp=T+dT):.2f} %")
print("NH3 prefactor estimate")
print(f"bond length, angle              {bond*1e9:.3f} nm, {np.rad2deg(angle):.0f} deg")
print(f"site area                       {site*1e18:.2f} nm^2")
print(f"kT/h                            {kTJ/c.h:.3e} 1/s")
print(f"thermal wavelength              {wavelength*1e9:.4f} nm")
print(f"site area / wavelength^2        {q_area:.1f}")
print(f"rotational partition function   {q_rot:.1f}")
print(f"soft mode energy (six modes)    {1000*mode:.0f} meV")
print(f"adsorbate partition function    {q_soft:.1f}")
print(f"prefactor, frozen adsorbate     {nu_frozen:.2e} 1/s")
print(f"prefactor, soft adsorbate       {nu_soft:.2e} 1/s")
print(f"soft prefactor from level sums  {nu_balance:.2e} 1/s")
print(f"required barrier, frozen        {E_frozen:.3f} eV")
print(f"required barrier, soft          {E_soft:.3f} eV")
print("other neglected effects, prefactor as given")
print(f"barrier spread sigma            {sigma:.2f} eV")
print(f"required mean barrier           {E_spread:.4f} eV")
print(f"shift rule sigma^2/(2kT)        {spread_rule:.4f} eV")
print(f"repulsion w                     {w:.2f} eV")
print(f"required full-layer barrier     {E_full:.4f} eV")
print(f"required isolated barrier       {E_full+w:.4f} eV")
print(f"required barrier, second order  {E_second:.4f} eV")
print(f"residual NH3 pressure           {p_torr:.0e} Torr")
print(f"arrival rate per site           {F:.3f} 1/s")
print(f"loss with return, E = E_min     {100*x_return:.3f} %")
print(f"required barrier with return    {E_return:.4f} eV")
print("no test failed")
```

Running it gives:

```
temperature                     473 K
prefactor                       1.0e+13 1/s
purge time                      10 s
allowed loss                    1.0 %
kT                              0.04076 eV
largest allowed rate constant   1.0050e-03 1/s
logarithm ln(nu/k_max)          36.836
required barrier, formula       1.5014 eV
required barrier, attempt count 1.5014 eV
required barrier, rate equation 1.5014 eV
barrier (eV), rate constant (1/s), loss (%)
  1.0   2.213e+02   100.000
  1.2   1.637e+00   100.000
  1.3   1.408e-01   75.537
  1.4   1.211e-02   11.405
  1.5   1.041e-03   1.036
  1.6   8.956e-05   0.090
shift for 10 x prefactor        0.0939 eV
shift for 10 x purge time       0.0939 eV
shift for loss limit / 10       0.0940 eV
required barrier at 483 K       1.5332 eV
loss at 483 K, old barrier      2.13 %
NH3 prefactor estimate
bond length, angle              0.101 nm, 107 deg
site area                       0.10 nm^2
kT/h                            9.856e+12 1/s
thermal wavelength              0.0195 nm
site area / wavelength^2        263.8
rotational partition function   137.7
soft mode energy (six modes)    25 meV
adsorbate partition function    107.7
prefactor, frozen adsorbate     3.58e+17 1/s
prefactor, soft adsorbate       3.33e+15 1/s
soft prefactor from level sums  3.35e+15 1/s
required barrier, frozen        1.929 eV
required barrier, soft          1.738 eV
other neglected effects, prefactor as given
barrier spread sigma            0.05 eV
required mean barrier           1.5314 eV
shift rule sigma^2/(2kT)        0.0307 eV
repulsion w                     0.10 eV
required full-layer barrier     1.5009 eV
required isolated barrier       1.6009 eV
required barrier, second order  1.5012 eV
residual NH3 pressure           1e-06 Torr
arrival rate per site           0.392 1/s
loss with return, E = E_min     0.251 %
required barrier with return    1.4448 eV
no test failed
```
